# Artificial Dudarev +U symmetry breaking for one electron on two cerium sites

## Definitions and conventions

Two equivalent cerium sites carry one 4f orbital each, $|1\rangle$ and $|2\rangle$. The orbitals are real and orthonormal. The lattice is held rigid in a geometry that makes the sites equivalent, and the common site energy is set to zero. One electron of fixed spin moves between them with hopping matrix element $-t$, where $t>0$:

$$h=-t\left(|1\rangle\langle 2|+|2\rangle\langle 1|\right).$$

The density matrix is $\rho$. The occupations $n_i=\rho_{ii}$ add up to one, so they are fixed by the site imbalance $m=n_1-n_2$:

$$n_1=\frac{1+m}{2},\qquad n_2=\frac{1-m}{2}.$$

The Dudarev correction is

$$E_U=\frac U2\sum_i\left(n_i-n_i^2\right),$$

where $U$ denotes the effective parameter, usually written $U-J$. It vanishes for occupations of 0 and 1 and is positive in between when $U>0$.

The functional being corrected may already have curvature in the occupations. It is represented here by

$$E_K=\frac K2\sum_i\left(n_i^2-n_i\right).$$

One source of $K$ is the electron's repulsion of its own density. With on-site repulsion $J_0$ and intersite repulsion $J_1$, and with the overlap density neglected, this Hartree energy is

$$\frac{J_0}{2}(n_1^2+n_2^2)+J_1n_1n_2=\frac{J_0+J_1}{4}+\frac{J_0-J_1}{4}m^2,$$

because $n_1^2+n_2^2=(1+m^2)/2$ and $n_1n_2=(1-m^2)/4$. Since $E_K=-K(1-m^2)/4$, the Hartree part contributes $J_0-J_1$ to $K$. The exchange-correlation part changes this value.

The sum $E_U+E_K$ has the Dudarev form with $U$ replaced by the net correction

$$w=U-K.$$

The result to be derived is that the lowest state has $m=0$ for $w\le 2t$ and $m\neq0$ for $w>2t$. The threshold $U=2t$ therefore holds when the base functional is linear in the site occupations, $K=0$. Otherwise it is $U=K+2t$.

**The exact reference.** The word "artificial" needs a standard of comparison. In the two-site Hubbard model the repulsion is $U\sum_i n_{i\uparrow}n_{i\downarrow}$, which vanishes when there is one electron. What remains is $h$, with eigenstates $(|1\rangle\pm|2\rangle)/\sqrt2$ and energies $\mp t$. The ground state has energy $-t$ and equal occupations for every $U$.

The same repulsion does act on two electrons of opposite spin. The covalent singlet, at energy 0, couples with strength $2t$ to the symmetric doubly occupied singlet, at energy $U$. Hence $E(E-U)=4t^2$, whose lower root is $E=(U-\sqrt{U^2+16t^2})/2$. The one-electron energy is thus independent of $U$ because no electron of opposite spin is present.

## First derivation: minimising the energy

The hopping energy is

$$\mathrm{Tr}(h\rho)=-t(\rho_{12}+\rho_{21})=-2t\,\mathrm{Re}\,\rho_{12}.$$

A density matrix has no negative eigenvalue, so its determinant satisfies $n_1n_2-|\rho_{12}|^2\ge0$. Therefore

$$\mathrm{Tr}(h\rho)\ge-2t\sqrt{n_1n_2}=-t\sqrt{1-m^2}.$$

Equality is reached by the pure real orbital $\sqrt{n_1}\,|1\rangle+\sqrt{n_2}\,|2\rangle$. The correction depends on $\rho$ through the occupations alone, so at given $m$ this orbital minimises the total energy. Complex orbitals and statistical mixtures are included in the bound.

The correction follows from $n_1+n_2=1$:

$$\frac w2\left[1-\frac{1+m^2}{2}\right]=\frac w4(1-m^2).$$

With $s=\sqrt{1-m^2}$, where $0\le s\le1$, the energy to be minimised is

$$E(s)=-ts+\frac w4s^2.$$

The symmetric state is $s=1$; complete localisation is $s=0$. Hopping gains energy linearly in $s$, while the penalty grows quadratically.

If $w\le0$, the derivative $-t+ws/2$ is negative throughout the interval, and the minimum is at $s=1$. If $w>0$, completing the square gives

$$E(s)=\frac w4\left(s-\frac{2t}{w}\right)^2-\frac{t^2}{w}.$$

The vertex lies at $s=2t/w$. For $0<w\le2t$ it is at or beyond the end of the allowed interval, so the minimum is again $s=1$, with

$$E_{\rm sym}=-t+\frac w4.$$

For $w>2t$ the vertex lies inside the interval, and

$$m=\pm\sqrt{1-\frac{4t^2}{w^2}},\qquad E_{\rm br}=-\frac{t^2}{w}.$$

This proves the threshold. The two signs describe the electron mainly on one site or mainly on the other. The symmetric state lies above them by

$$E_{\rm sym}-E_{\rm br}=-t+\frac w4+\frac{t^2}{w}=\frac{(w-2t)^2}{4w}.$$

**Near the threshold.** Put $w=2t(1+\epsilon)$ with small positive $\epsilon$. Then $m^2=1-(1+\epsilon)^{-2}\approx2\epsilon$, so the imbalance starts continuously from zero, as a square root. At $w=2t$ itself,

$$E+\frac t2=\frac t2(1-s)^2\approx\frac t8m^4,$$

since $1-s\approx m^2/2$. The minimum is very flat there, and the computed imbalance is correspondingly sensitive to small energy errors.

**Far above the threshold.** When $w\gg2t$, the occupation left on the minority site is $(1-|m|)/2\approx t^2/w^2$. The broken energy tends to zero, the energy of an isolated site, whereas the exact energy remains $-t$. The correction has then removed nearly all of the bonding energy.

## Second derivation: the self-consistent orbital

A practical calculation solves an orbital equation repeatedly. The site potential is the derivative of the net correction:

$$v_i=\frac{\partial}{\partial n_i}\left[\frac w2(n_i-n_i^2)\right]=w\left(\frac12-n_i\right).$$

Thus $v_1=-wm/2$ and $v_2=+wm/2$. For $w>0$ the fuller site becomes more attractive. The orbital Hamiltonian is

$$h_{\rm eff}=\begin{pmatrix}-wm/2&-t\\-t&wm/2\end{pmatrix}.$$

Its square is $R^2$ times the unit matrix, with $R=\sqrt{t^2+w^2m^2/4}$, so its eigenvalues are $\mp R$. Define an angle by $\cos\alpha=wm/(2R)$ and $\sin\alpha=t/R$. Direct multiplication shows that the lower eigenvector is $(\cos\frac\alpha2,\sin\frac\alpha2)$: its first component, for example, becomes

$$-R\left(\cos\alpha\cos\frac\alpha2+\sin\alpha\sin\frac\alpha2\right)=-R\cos\frac\alpha2.$$

The new imbalance is $\cos^2\frac\alpha2-\sin^2\frac\alpha2=\cos\alpha$, or

$$m_{\rm new}=\frac{wm}{2R}.$$

For small $m$, $R\approx t$ and $m_{\rm new}\approx(w/2t)\,m$. If $0<w<2t$, a small imbalance shrinks in each undamped cycle. If $w>2t$, it grows.

Self-consistency requires $m_{\rm new}=m$. Either $m=0$, or $R=w/2$. The second condition gives

$$t^2+\frac{w^2m^2}{4}=\frac{w^2}{4},\qquad m^2=1-\frac{4t^2}{w^2},$$

which has a nonzero real solution when $w>2t$. The gap between the two orbital levels is $2R$, hence $w$ in the broken state and $2t$ in the symmetric one.

It remains to show which solution is lower. The total energy is the occupied level, minus the potential energy already counted in it, plus the correction:

$$E=-R-\sum_iv_in_i+\frac w4(1-m^2),\qquad \sum_iv_in_i=-\frac{wm^2}{2}.$$

With $R=w/2$ this becomes

$$E=-\frac w2+\frac{wm^2}{2}+\frac w4-\frac{wm^2}{4}=-\frac w4(1-m^2)=-\frac{t^2}{w}.$$

With $m=0$ it is $-t+w/4$, higher by $(w-2t)^2/(4w)$. Occupying the upper level instead requires $m=-wm/(2R)$, which for $w>0$ has the solution $m=0$ alone, with the still higher energy $t+w/4$. A minimum over normalised orbitals exists and is stationary, so the broken pair is the minimum for $w>2t$.

## What each derivation assumes

Both derivations assume one electron, fixed spin, orthonormal equivalent orbitals and a correction quadratic in the occupations. The first compares all density matrices directly. It needs no orbital equation and does not assume that the state is pure, and it establishes the global minimum in one step.

The second assumes a pure orbital that makes the energy stationary. It therefore needs the separate energy comparison, but it also describes the course of a calculation. Since $m=0$ is always a solution of its equation, a calculation started with perfect symmetry can remain there above the threshold. Finding a symmetric solution does not show that it is the lowest one.

The two approaches also extend in different directions.

**Several orbitals per site.** For one electron in a pure orbital, the occupation matrix of each site has at most one nonzero eigenvalue, equal to the total weight on that site. The penalty is still $w(1-m^2)/4$, provided that the base curvature depends only on the total occupation of each site. The cost of an imbalance now depends on the response of the uncorrected model. Let $Z$ be $+1$ on site 1 and $-1$ on site 2. Adding $-gZ$ to the Hamiltonian gives, to second order, $E(g)=E_0-\chi g^2/2$ and $m=\chi g$, with

$$\chi=2\sum_{k\neq0}\frac{|\langle k|Z|0\rangle|^2}{E_k-E_0}.$$

Removing the field energy leaves $E(g)+gm=E_0+m^2/(2\chi)$. The correction contributes $-wm^2/4$, so the symmetric state becomes locally unstable at $w=2/\chi$. This is a local condition. A fully localised electron has the energy $\varepsilon_0$ of the lowest on-site level and pays no penalty, so it lies below the symmetric state once $w>4(\varepsilon_0-E_0)$. When this value is smaller than $2/\chi$, the lowest state localises by a jump while the symmetric state is still locally stable. For one orbital per site the matrix element is 1 and the gap is $2t$. Then $\chi=1/t$, and the threshold $2t$ returns.

**Electronic temperature.** With exactly one electron distributed over the levels $\mp R$, their population difference is $\tanh(R/k_BT)$. The orbital equation becomes $m=(wm/2R)\tanh(R/k_BT)$. Letting $m\to0$ gives the threshold

$$w=\frac{2t}{\tanh(t/k_BT)}.$$

Heating raises it, because the upper level has the opposite imbalance. Fermi-Dirac occupations, often used in electronic-structure codes, fix only the average electron number. If the one spin channel still holds one electron on average, the chemical potential lies midway between the two levels. The population difference is then $\tanh(R/2k_BT)$, and the threshold becomes $2t/\tanh(t/2k_BT)$. This formula does not apply when both spins share one chemical potential and part of the electron moves into the other spin channel.

## An example set in ceria polishing

Ceria abrasives are used to polish silicon oxide, and an added electron can turn Ce$^{4+}$ into Ce$^{3+}$. Take $t=0.1$ eV and $U=5.0$ eV as rough model values. First let $K=0$. The threshold is $2t=0.2$ eV, and $U$ is 25 times larger. Then

$$s=\frac{0.2}{5.0}=0.04,\qquad |m|=\sqrt{1-0.04^2}=0.9992.$$

The occupations are 0.9996 and 0.0004. The energies are

$$E_{\rm sym}=-0.1+\frac{5.0}{4}=1.150\ \text{eV},\qquad E_{\rm br}=-\frac{0.1^2}{5.0}=-0.002\ \text{eV}.$$

Breaking the symmetry saves 1.152 eV within the corrected functional. Yet the broken energy is 0.098 eV above the exact value of $-0.1$ eV: the saving is an escape from a penalty that the exact one-electron problem does not contain. A small imbalance grows 25-fold per undamped cycle, and the final level splitting is 5.0 eV instead of 0.2 eV.

The onset is narrow on the scale of $U$. At $U=0.19$ eV the state is symmetric; at 0.21 eV $|m|=0.305$; at 0.30 eV it is 0.745.

**Base curvature.** Suppose $K=4.5$ eV, an assumed value. The threshold rises to 4.7 eV, and at $U=5.0$ eV the net correction is 0.5 eV. The state is still broken, with $|m|=0.917$. At $K=4.9$ eV it is symmetric, but its energy of $-0.075$ eV is 0.025 eV too high. At $K=5.0$ eV the correction cancels the curvature and the exact energy is recovered. Thus a large $U$ does not by itself imply broken symmetry; in this model what matters is whether its excess over $K$ is greater than $2t$. Both this rule and the exact cancellation at $U=K$ rest on the quadratic form of $E_K$. LDA and GGA energies are not quadratic in the occupation: for a frozen hydrogen 1s orbital in LDA the curvature is roughly 1, 12 and 13 eV at occupations 0.1, 0.5 and 0.9. No single $U$ then cancels it. With $t=0.1$ eV the lowest state of such a pair jumps to nearly complete localisation about 0.7 eV below the value of $U$ at which the symmetric state becomes locally unstable.

**Other levels and temperature.** Add a second f level 0.3 eV above the first on each site, with the same direct hopping and with both cross-hopping matrix elements equal to $-0.1$ eV. The relative sign of these two elements affects the result. The response is $\chi=8.02$ eV$^{-1}$, so for $K=0$ the threshold moves from 0.200 to $2/8.02=0.249$ eV. At 300 K, $k_BT=0.0259$ eV, and the one-orbital threshold rises merely to 0.2002 eV with exactly one electron, or to 0.2085 eV with Fermi-Dirac occupations confined to one spin channel. Neither effect matters beside $U=5.0$ eV with $K=0$, but the second level could matter when $U-K$ is a few tenths of an eV.

## Why the lattice must be rigid

A movable lattice can localise the electron physically. The lattice is treated classically here. If its motion is quantised, tunnelling restores equal mean occupations in the ground state of an isolated symmetric pair, but this tunnelling can be very slow and a small bias can then select one site. Let $x_i$ be a scaled classical distortion around site $i$, with energy

$$E_{\rm lat}=E_P\sum_i(x_i^2-2x_in_i).$$

Minimisation gives $x_i=n_i$ and $E_{\rm lat}=-E_P\sum_in_i^2$. Thus $E_P$ is the relaxation energy of a fully localised electron. Because $\sum_in_i^2=1-s^2/2$, the total energy is

$$E=-E_P-ts+\frac{w+2E_P}{4}s^2.$$

This is the earlier parabola with $w$ replaced by $w+2E_P$. The state is broken when $w+2E_P>2t$. Without a net correction the condition is $E_P>t$, and such localisation is no artefact of +U. For a rough $E_P=1.0$ eV it gives $|m|=\sqrt{1-0.1^2}=0.995$.

The net correction still affects the barrier for hopping between the sites. At the lattice midpoint $x_1=x_2=1/2$, the lattice energy is $-E_P/2$ for any $m$. The electron adds $-t$ if $w=0$, or $-t^2/w$ if $w>2t$. Subtracting the relaxed minimum, $-E_P-t^2/(w+2E_P)$, gives

$$B_0=\frac{E_P}{2}-t+\frac{t^2}{2E_P}=\frac{(E_P-t)^2}{2E_P},$$

$$B_w=\frac{E_P}{2}-\frac{t^2}{w}+\frac{t^2}{w+2E_P}\quad(w>2t).$$

For $w=0.5$ eV, with $t$ and $E_P$ held fixed,

$$B_0=\frac{0.9^2}{2}=0.405\ \text{eV},\qquad B_w=0.500-0.020+0.004=0.484\ \text{eV}.$$

The error is 0.079 eV, about 20% of $B_0$. For both values of $w$, a scan along $x_{1,2}=1/2\pm d$ from $d=0$ to $0.5$ has its highest energy at the midpoint.

The shape of the barrier changes too. Along this path the slope is $E_P(4d-2m)$, because the electronic state is stationary and only the explicit dependence on $d$ contributes. Just to either side of the midpoint, the lowest state has $m$ of the same sign as $d$. With $w>2t$ its magnitude stays finite as $d\to0$, so the slope jumps and the barrier has a cusp. With $w=0$, $m$ passes smoothly through zero.

For real ceria, a $U$ of about 5 eV is a usual order of magnitude for Ce 4f states. The values of $t$, $K$ and $E_P$ are rough assumptions, neither computed nor measured here. The rigid lattice is a strong assumption: in this model, with the assumed $E_P$, relaxation of the classical lattice changes the imbalance from 0 to 0.995 even without a net correction. Localisation in a relaxed structure is therefore no evidence of the artefact. A more telling comparison freezes the symmetric geometry and compares the energies reached from a small imbalance and from a fully localised start, provided that one electron and two equivalent sites describe the case. Comparing $U-K$ with $2t$ further assumes one orbital per site and a quadratic base functional. With several f orbitals the local threshold is $2/\chi$, and with a real functional $K$ depends on the occupation, so a localised state can be lowest while a small imbalance still decays. Surface chemistry, water and mechanical contact lie outside the model, which predicts no polishing rate. The sweeps over $U$ and $K$ are given in the numerical output.

## Values computed for the example and the checks

```
Input hopping t = 0.100 eV
Input Dudarev U = 5.000 eV
Input base curvature K (when included) = 4.500 eV
Input lattice relaxation EP = 1.000 eV
Input temperature = 300 K, kT = 0.02585 eV
Threshold U from energy curvature, K=0 = 0.2000 eV
Threshold U with K included = 4.7000 eV
Exact one-electron energy = -0.1000 eV
Exact one-electron |m| = 0.0000
Exact two-electron control energy = -0.007987 eV
Rigid lattice, K=0, U as input:
  symmetric +U energy = 1.1500 eV
  broken +U energy = -0.0020 eV
  symmetric minus broken = 1.1520 eV
  broken minus exact energy = 0.0980 eV
  imbalance |m| = 0.99920
  occupations = 0.99960, 0.00040
  growth of small imbalance per cycle = 25.000
  self-consistent level splitting = 5.0000 eV
  level splitting at U=0.18 eV = 0.2000 eV
Sweep of U, K=0:
  U = 0.10 eV: |m| = 0.0000, E = -0.07500 eV
  U = 0.19 eV: |m| = 0.0000, E = -0.05250 eV
  U = 0.21 eV: |m| = 0.3049, E = -0.04762 eV
  U = 0.30 eV: |m| = 0.7454, E = -0.03333 eV
  U = 0.50 eV: |m| = 0.9165, E = -0.02000 eV
  U = 1.00 eV: |m| = 0.9798, E = -0.01000 eV
Sweep of K at the input U:
  K = 0.0 eV: |m| = 0.9992, E = -0.00200 eV
  K = 4.5 eV: |m| = 0.9165, E = -0.02000 eV
  K = 4.7 eV: |m| = 0.7454, E = -0.03333 eV
  K = 4.9 eV: |m| = 0.0000, E = -0.07500 eV
  K = 5.0 eV: |m| = 0.0000, E = -0.10000 eV
Second f level: offset 0.30 eV, cross-hopping 0.10 eV
  response chi = 8.0209 1/eV
  threshold U with second level = 0.2493 eV
Threshold U at input temperature, K=0 = 0.20017 eV
Relaxed lattice, no net +U: |m| = 0.9950
Hop barrier, no net +U = 0.4050 eV
Net correction w = U-K = 0.500 eV
Hop barrier with net correction = 0.4840 eV
Barrier error = 0.0790 eV
```
